# Diffuse functions in the electron affinity of SH and thiolate head groups: a program that tests the result

```python
"""Electron affinity of SH and the error made by omitting diffuse functions.

Result under test: EA = E(radical) - E(anion) at fixed nuclei;
delta = EA(augmented basis) - EA(plain basis)
      = lowering(anion) - lowering(radical), lowering = E(plain) - E(augmented).
The same delta is tested on CH3S and on the reduction HSSH + 2e -> 2 SH-.
Energies are in hartree internally; distances given to molecules are in angstrom.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, scf, mp, cc, mcscf, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
HARTREE_J = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
BOND = 1.34
TEMPERATURE = 298.15
WATER_EPS = 78.4
CAVITY = 2.6
DZ, ADZ, TZ, ATZ = "cc-pvdz", "aug-cc-pvdz", "cc-pvtz", "aug-cc-pvtz"


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}", flush=True)


def run_scf(atoms, basis, charge, spin, integrals=None):
    mol = gto.M(atom=atoms, basis=basis, charge=charge, spin=spin, verbose=0)
    mf = scf.RHF(mol) if spin == 0 else scf.UHF(mol)
    mf._eri = integrals
    mf.conv_tol = 1e-9
    mf.max_cycle = 150
    mf.kernel()
    assert mf.converged, "SCF not converged"
    return mf


def scf_pair(atoms, basis):
    """Anion (-1) and radical (0) share nuclei, basis and repulsion integrals."""
    anion = run_scf(atoms, basis, -1, 0)
    return {-1: anion, 0: run_scf(atoms, basis, 0, 1, anion._eri)}


def sh_atoms(bond=BOND):
    return f"S 0 0 0; H 0 0 {bond}"


def mp2_energy(mf, frozen):
    return mp.MP2(mf, frozen=frozen).run().e_tot


def mp2_pair(pair, frozen):
    return {charge: mp2_energy(mf, frozen) for charge, mf in pair.items()}


def affinity(energies):
    return (energies[0] - energies[-1]) * EV


def coupled_cluster(mf, ionize=False):
    solver = cc.CCSD(mf, frozen=5)
    solver.conv_tol = 1e-7
    integrals = solver.ao2mo()
    solver.kernel(eris=integrals)
    assert solver.converged, "CCSD not converged"
    energy = solver.e_tot + solver.ccsd_t(eris=integrals)
    if not ionize:
        return energy
    root = np.ravel(solver.ipccsd(nroots=1, eris=integrals)[0])[0]
    return energy, root * EV


show("S-H distance", BOND, "angstrom", 2)
show("temperature", TEMPERATURE, "K", 2)

# Coupled-cluster affinities with and without diffuse functions.
fields, cc_sh, eom_ea, ea_hf, ea_cc, mp2_sh, ea_mp2 = {}, {}, {}, {}, {}, {}, {}
for basis in (DZ, ADZ):
    fields[basis] = scf_pair(sh_atoms(), basis)
    anion_energy, eom_ea[basis] = coupled_cluster(fields[basis][-1], True)
    cc_sh[basis] = {-1: anion_energy, 0: coupled_cluster(fields[basis][0])}
    ea_cc[basis] = affinity(cc_sh[basis])
    ea_hf[basis] = affinity({q: m.e_tot for q, m in fields[basis].items()})
    mp2_sh[basis] = mp2_pair(fields[basis], 5)
    ea_mp2[basis] = affinity(mp2_sh[basis])
    show(f"EA SH, HF/{basis}", ea_hf[basis], "eV")
    show(f"EA SH, MP2/{basis}", ea_mp2[basis], "eV")
    show(f"EA SH, CCSD(T)/{basis}", ea_cc[basis], "eV")
    show(f"EA SH, EOM-IP-CCSD/{basis}", eom_ea[basis], "eV")
delta_dz = ea_cc[ADZ] - ea_cc[DZ]
delta_mp2 = ea_mp2[ADZ] - ea_mp2[DZ]
lower_cc = {q: (cc_sh[DZ][q] - cc_sh[ADZ][q]) * EV for q in (0, -1)}
lower_hf = {q: (fields[DZ][q].e_tot - fields[ADZ][q].e_tot) * EV for q in (0, -1)}
show("diffuse effect, double zeta, CCSD(T)", delta_dz, "eV")
show("diffuse effect, double zeta, MP2", delta_mp2, "eV")
show("CCSD(T) lowering of SH", lower_cc[0], "eV")
show("CCSD(T) lowering of SH-", lower_cc[-1], "eV")
show("HF lowering of SH", lower_hf[0], "eV")
show("HF lowering of SH-", lower_hf[-1], "eV")

# Full CI in a small basis checks the correlation method.
small_cc, small_fci = {}, {}
for charge, mf in scf_pair(sh_atoms(), "6-31g").items():
    small_cc[charge] = coupled_cluster(mf)
    restricted = mf
    if charge == 0:
        restricted = scf.ROHF(mf.mol)
        restricted._eri = mf._eri
        restricted.conv_tol = 1e-9
        restricted.kernel()
    n_active = restricted.mo_coeff.shape[1] - 5
    ci = mcscf.CASCI(restricted, n_active, 7 - charge)
    ci.verbose = 0
    small_fci[charge] = ci.kernel()[0]
show("EA, CCSD(T)/6-31g", affinity(small_cc), "eV", 4)
show("EA, frozen-core full CI/6-31g", affinity(small_fci), "eV", 4)

# Shape of the anion's outer pi pair, measured from the sulfur nucleus.
tail_points = np.array([[5.0, 0, 0], [8.0, 0, 0]])
tail_log, rms_radius = {}, {}
for basis in (DZ, ADZ):
    mf = fields[basis][-1]
    pi_pair = mf.mo_coeff[:, 7:9]
    values = mf.mol.eval_gto("GTOval_sph", tail_points) @ pi_pair
    amplitude = np.linalg.norm(values, axis=1)
    tail_log[basis] = np.log(amplitude[0] / amplitude[1])
    r2 = mf.mol.intor("int1e_r2")
    rms_radius[basis] = np.sqrt(np.trace(pi_pair.T @ r2 @ pi_pair) / 2) * BOHR
    show(f"anion pi rms radius, {basis}", rms_radius[basis], "angstrom")
    show(f"ln[phi(5)/phi(8 bohr)], {basis}", tail_log[basis], "(no unit)")
kappa = np.sqrt(-2 * fields[ADZ][-1].mo_energy[8])


def free_p_tail(r):
    return np.exp(-kappa * r) * (1 / r + 1 / (kappa * r * r))


tail_law = np.log(free_p_tail(5.0) / free_p_tail(8.0))
show("tail decay constant kappa", kappa, "1/bohr")
show("ln[phi(5)/phi(8 bohr)], free p tail", tail_law, "(no unit)")

# Bare-nucleus spin-orbit splitting; electron screening would reduce it.
so_matrix = fields[ADZ][-1].mol.intor("int1e_pnucxp", comp=3)[2]
so_strength = abs(pi_pair[:, 0] @ so_matrix @ pi_pair[:, 1])
spin_orbit_shift = const.fine_structure**2 / 2 * so_strength / 2 * EV
exponent = 0.7
one_p = gto.M(atom="H 0 0 0", basis={"H": [[1, [exponent, 1.0]]]}, spin=1, verbose=0)
so_integral = abs(one_p.intor("int1e_pnucxp", comp=3)[2][0, 1])
inverse_cube = (quad(lambda r: r * np.exp(-2 * exponent * r * r), 0, 12)[0]
                / quad(lambda r: r**4 * np.exp(-2 * exponent * r * r), 0, 12)[0])
show("bare-nucleus spin-orbit reduction of EA", 1000 * spin_orbit_shift, "meV", 1)

# Charged spherical surface: the continuum response to one enclosed electron charge.
radius = CAVITY / BOHR
induced = 1 - 1 / WATER_EPS
cosines, weights = np.polynomial.legendre.leggauss(10)
surface = [(radius * np.array([np.sqrt(1 - c * c) * np.cos(p),
                               np.sqrt(1 - c * c) * np.sin(p), c]), w / 40)
           for c, w in zip(cosines, weights)
           for p in np.arange(20) * 2 * np.pi / 20]
wet_anion = {}
for basis in (DZ, ADZ):
    gas = fields[basis][-1]
    mol = gas.mol
    potential, nuclear = 0.0, 0.0
    for point, weight in surface:
        with mol.with_rinv_origin(point):
            potential = potential + weight * mol.intor("int1e_rinv")
        distances = np.linalg.norm(mol.atom_coords() - point, axis=1)
        nuclear += weight * np.sum(mol.atom_charges() / distances)
    core = gas.get_hcore() - induced * potential
    mf = scf.RHF(mol)
    mf._eri = gas._eri
    mf.get_hcore = lambda *args, matrix=core: matrix
    mf.conv_tol = 1e-9
    mf.kernel(dm0=gas.make_rdm1())
    assert mf.converged, "continuum SCF not converged"
    wet_anion[basis] = mf.e_tot + induced * nuclear + induced / (2 * radius)
delta_hf = ea_hf[ADZ] - ea_hf[DZ]
delta_wet = (wet_anion[DZ] - wet_anion[ADZ]) * EV - lower_hf[0]
solvation = (fields[ADZ][-1].e_tot - wet_anion[ADZ]) * EV
born = induced / (2 * radius) * EV
show("cavity radius", CAVITY, "angstrom", 1)
show("relative permittivity of continuum", WATER_EPS, "(no unit)", 1)
show("Born energy of cavity", born, "eV")
show("continuum solvation of SH-, HF", solvation, "eV")
show("diffuse effect in gas, HF", delta_hf, "eV")
show("diffuse effect in continuum, HF", delta_wet, "eV")


def second_diffuse_shell(symbol):
    shells = gto.basis.load(ADZ, symbol)
    extra = []
    for l in sorted({shell[0] for shell in shells}):
        exps = sorted({row[0] for s in shells if s[0] == l for row in s[1:]})
        extra.append([l, [exps[0] ** 2 / exps[1], 1.0]])
    return shells + extra


# MP2 tests of where diffuse functions matter and whether one shell suffices.
variants = {"S": {"S": ADZ, "H": DZ}, "H": {"S": DZ, "H": ADZ},
            "double": {x: second_diffuse_shell(x) for x in ("S", "H")}}
for name, basis in variants.items():
    ea_mp2[name] = affinity(mp2_pair(scf_pair(sh_atoms(), basis), 5))
share_s = (ea_mp2["S"] - ea_mp2[DZ]) / delta_mp2
share_h = (ea_mp2["H"] - ea_mp2[DZ]) / delta_mp2
second_shell_change = ea_mp2["double"] - ea_mp2[ADZ]
show("share from diffuse functions on S only", 100 * share_s, "%", 1)
show("share from diffuse functions on H only", 100 * share_h, "%", 1)
show("EA change from second diffuse shell, MP2", second_shell_change, "eV", 4)

# Bond relaxation and harmonic zero-point energy from MP2 scans.
scan = np.array([1.26, 1.32, 1.38, 1.44])
scan_energies = [mp2_pair(scf_pair(sh_atoms(r), ADZ), 5) for r in scan]
masses = fields[ADZ][0].mol.atom_mass_list(isotope_avg=True)
reduced_mass = masses[0] * masses[1] / sum(masses) * const.atomic_mass
best_bond, minimum, zero_point, fit_error = {}, {}, {}, {}
for charge in (0, -1):
    curve = np.poly1d(np.polyfit(scan - BOND, [e[charge] for e in scan_energies], 3))
    roots = curve.deriv().roots
    root = [x.real for x in roots if abs(x.imag) < 1e-9 and curve.deriv(2)(x.real) > 0][0]
    best_bond[charge] = BOND + root
    minimum[charge] = curve(root)
    stiffness = curve.deriv(2)(root) * HARTREE_J / 1e-20
    zero_point[charge] = const.hbar * np.sqrt(stiffness / reduced_mass) / 2 / const.e
    fit_error[charge] = abs(curve(0.0) - mp2_sh[ADZ][charge])
relaxation = affinity(minimum) - ea_mp2[ADZ]
zero_point_shift = zero_point[0] - zero_point[-1]
show("MP2 bond length SH", best_bond[0], "angstrom", 4)
show("MP2 bond length SH-", best_bond[-1], "angstrom", 4)
show("bond-relaxation shift of EA", 1000 * relaxation, "meV", 2)
show("zero-point shift of EA", 1000 * zero_point_shift, "meV", 2)

# Methanethiolate and its radical at one C3v model geometry.
theta = np.radians(111.0)
methyl_atoms = [["S", (0, 0, 0)], ["C", (0, 0, -1.82)]]
for phi in np.radians([0, 120, 240]):
    rho = 1.10 * np.sin(theta)
    methyl_atoms.append(["H", (rho * np.cos(phi), rho * np.sin(phi),
                              -1.82 + 1.10 * np.cos(theta))])
ea_methyl = {}
for name, basis in {DZ: DZ, ADZ: ADZ,
                    "S": {"S": ADZ, "C": DZ, "H": DZ}}.items():
    ea_methyl[name] = affinity(mp2_pair(scf_pair(methyl_atoms, basis), 6))
delta_methyl = ea_methyl[ADZ] - ea_methyl[DZ]
share_methyl = (ea_methyl["S"] - ea_methyl[DZ]) / delta_methyl
delta_head = delta_dz + delta_methyl - delta_mp2
thermal = const.k * TEMPERATURE / const.e
show("EA CH3S, MP2/cc-pvdz", ea_methyl[DZ], "eV")
show("EA CH3S, MP2/aug-cc-pvdz", ea_methyl[ADZ], "eV")
show("diffuse effect CH3S, MP2", delta_methyl, "eV")
show("CH3S share from S only", 100 * share_methyl, "%", 1)
show("head-group diffuse effect, composite", delta_head, "eV")
show("head-group potential error magnitude", 1000 * delta_head, "mV", 0)
show("equilibrium-constant error", delta_head / thermal / np.log(10), "decades", 1)

# Reduction of a disulfide link, expressed per transferred electron.
angle = np.radians(98.0)
x_h, z_h = BOND * np.sin(angle), BOND * np.cos(angle)
disulfide = [["S", (0, 0, 0)], ["S", (0, 0, 2.06)],
             ["H", (x_h, 0, z_h)], ["H", (0, x_h, 2.06 - z_h)]]
reduction = {}
for basis in (DZ, ADZ):
    neutral = mp2_energy(run_scf(disulfide, basis, 0, 0), 10)
    reduction[basis] = (neutral / 2 - mp2_sh[basis][-1]) * EV
delta_disulfide = reduction[ADZ] - reduction[DZ]
show("disulfide diffuse effect per electron, MP2", delta_disulfide, "eV")

# Triple-zeta MP2, corrected by CCSD(T) minus MP2 in the smaller augmented set.
for basis in (TZ, ATZ):
    pair = scf_pair(sh_atoms(), basis)
    ea_hf[basis] = affinity({q: m.e_tot for q, m in pair.items()})
    ea_mp2[basis] = affinity(mp2_pair(pair, 5))
    show(f"EA SH, MP2/{basis}", ea_mp2[basis], "eV")
delta_tz = ea_mp2[ATZ] - ea_mp2[TZ]
method_shift = ea_cc[ADZ] - ea_mp2[ADZ]
ea_triple = ea_mp2[ATZ] + method_shift
corr = {b: ea_mp2[b] - ea_hf[b] for b in (ADZ, ATZ)}
ea_limit = ea_hf[ATZ] + (27 * corr[ATZ] - 8 * corr[ADZ]) / 19 + method_shift
show("diffuse effect, triple zeta, MP2", delta_tz, "eV")
show("composite EA at aug-cc-pvtz", ea_triple, "eV")
show("extrapolated composite EA", ea_limit, "eV")

# Independent tests; tolerances reflect differences between the methods.
assert abs(affinity(small_cc) - affinity(small_fci)) < 0.03
assert all(abs(eom_ea[b] - ea_cc[b]) < 0.30 for b in (DZ, ADZ))
assert abs((eom_ea[ADZ] - eom_ea[DZ]) - delta_dz) < 0.15
assert abs(delta_dz - delta_mp2) < 0.15
assert min(lower_hf.values()) > 0
assert lower_cc[-1] > lower_cc[0]
assert delta_mp2 > delta_tz > 0
assert rms_radius[ADZ] > rms_radius[DZ]
assert abs(tail_log[ADZ] - tail_law) < 0.5 * abs(tail_log[DZ] - tail_law)
assert share_s > 0.7 and share_s > share_h
assert abs(second_shell_change) < 0.1 * delta_mp2
assert abs(delta_methyl - delta_mp2) < 0.4 * delta_mp2
assert share_methyl > 0.7
assert abs(delta_disulfide - delta_mp2) < 0.3 * delta_mp2
assert max(fit_error.values()) < 1e-4
assert abs(so_integral / inverse_cube - 1) < 1e-6
assert 0.6 * born < solvation < born + 0.001
assert 0.3 * delta_hf < delta_wet < delta_hf
print("done: every assertion held")
```

Output:

```
S-H distance: 1.34 angstrom
temperature: 298.15 K
EA SH, HF/cc-pvdz: 0.506 eV
EA SH, MP2/cc-pvdz: 1.191 eV
EA SH, CCSD(T)/cc-pvdz: 1.098 eV
EA SH, EOM-IP-CCSD/cc-pvdz: 1.156 eV
EA SH, HF/aug-cc-pvdz: 1.131 eV
EA SH, MP2/aug-cc-pvdz: 2.199 eV
EA SH, CCSD(T)/aug-cc-pvdz: 2.118 eV
EA SH, EOM-IP-CCSD/aug-cc-pvdz: 2.185 eV
diffuse effect, double zeta, CCSD(T): 1.020 eV
diffuse effect, double zeta, MP2: 1.008 eV
CCSD(T) lowering of SH: 0.360 eV
CCSD(T) lowering of SH-: 1.379 eV
HF lowering of SH: 0.087 eV
HF lowering of SH-: 0.712 eV
EA, CCSD(T)/6-31g: 1.3482 eV
EA, frozen-core full CI/6-31g: 1.3502 eV
anion pi rms radius, cc-pvdz: 1.259 angstrom
ln[phi(5)/phi(8 bohr)], cc-pvdz: 5.018 (no unit)
anion pi rms radius, aug-cc-pvdz: 1.407 angstrom
ln[phi(5)/phi(8 bohr)], aug-cc-pvdz: 1.805 (no unit)
tail decay constant kappa: 0.435 1/bohr
ln[phi(5)/phi(8 bohr)], free p tail: 1.901 (no unit)
bare-nucleus spin-orbit reduction of EA: 21.9 meV
cavity radius: 2.6 angstrom
relative permittivity of continuum: 78.4 (no unit)
Born energy of cavity: 2.734 eV
continuum solvation of SH-, HF: 2.598 eV
diffuse effect in gas, HF: 0.625 eV
diffuse effect in continuum, HF: 0.514 eV
share from diffuse functions on S only: 97.3 %
share from diffuse functions on H only: 18.6 %
EA change from second diffuse shell, MP2: 0.0077 eV
MP2 bond length SH: 1.3535 angstrom
MP2 bond length SH-: 1.3562 angstrom
bond-relaxation shift of EA: 1.00 meV
zero-point shift of EA: 2.86 meV
EA CH3S, MP2/cc-pvdz: 0.948 eV
EA CH3S, MP2/aug-cc-pvdz: 1.799 eV
diffuse effect CH3S, MP2: 0.851 eV
CH3S share from S only: 89.1 %
head-group diffuse effect, composite: 0.862 eV
head-group potential error magnitude: 862 mV
equilibrium-constant error: 14.6 decades
disulfide diffuse effect per electron, MP2: 0.963 eV
EA SH, MP2/cc-pvtz: 1.871 eV
EA SH, MP2/aug-cc-pvtz: 2.314 eV
diffuse effect, triple zeta, MP2: 0.443 eV
composite EA at aug-cc-pvtz: 2.233 eV
extrapolated composite EA: 2.306 eV
done: every assertion held
```
